# The Deal–Grove law for thermal oxidation from three balanced fluxes: verification in Python

```python
"""Deal-Grove law for thermal oxidation: x^2 + A x = B (t + tau).

A = 2 D (1/k + 1/h), B = 2 D Cstar / N, tau = (xi^2 + A xi) / B
x: oxide thickness, xi: thickness at t = 0, D: oxidant diffusivity in oxide,
k: interface rate constant, hG: gas-side transfer coefficient,
S: Henry ratio (concentration in oxide / concentration in gas at the surface),
h = hG / S, CG: oxidant concentration in bulk gas, Cstar = S CG,
N: oxidant molecules built into unit volume of oxide, eps = Cstar / N.
The law is compared with direct solution of the flux equations and with the
full time-dependent diffusion problem with a moving interface.
"""
import numpy as np
from scipy.constants import k as boltzmann
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import erf


def solve_fluxes(x, m):
    """Solve the flux equations for gas surface, C0, Ci and flux F."""
    matrix = np.array([
        [m["hG"], 0.0, 0.0, 1.0],       # gas transfer
        [-m["S"], 1.0, 0.0, 0.0],       # Henry's law at the surface
        [0.0, -m["D"], m["D"], x],      # diffusion through the oxide
        [0.0, 0.0, -m["k"], 1.0]])      # interface reaction
    return np.linalg.solve(matrix, [m["hG"] * m["CG"], 0.0, 0.0, 0.0])


def direct_rate(x, m):
    return solve_fluxes(x, m)[3] / m["N"]


def direct_growth(t, xi, m):
    """Thickness by numerical integration of the solved fluxes."""
    run = solve_ivp(lambda _, y: [direct_rate(y[0], m)], (0.0, t), [xi],
                    rtol=1e-10, atol=1e-13)
    assert run.success
    return run.y[0, -1]


def coefficients(m):
    h = m["hG"] / m["S"]
    A = 2 * m["D"] * (1 / m["k"] + 1 / h)
    B = 2 * m["D"] * m["S"] * m["CG"] / m["N"]
    return A, B


def law(t, xi, m):
    A, B = coefficients(m)
    tau = (xi**2 + A * xi) / B
    return A / 2 * (np.sqrt(1 + 4 * B * (t + tau) / A**2) - 1)


def full_diffusion(eps, k, h, xi, t_end, cells=40):
    """Moving-boundary diffusion with D = Cstar = 1; returns x and dx/dt."""
    u = np.linspace(0.0, 1.0, cells + 1)
    du = u[1]

    def derivative(_, state):
        c, x = state[:-1], state[-1]
        speed = k * eps * c[-1]
        slope_out = -x * h * (1 - c[0])
        slope_in = -x * (k + speed) * c[-1]
        padded = np.concatenate(([c[1] - 2 * du * slope_out], c,
                                 [c[-2] + 2 * du * slope_in]))
        first = (padded[2:] - padded[:-2]) / (2 * du)
        second = (padded[2:] - 2 * c + padded[:-2]) / du**2
        return np.append(second / x**2 + u * speed / x * first, speed)

    flux = 1 / (1 / k + 1 / h + xi)
    start = np.append(1 - flux / h - flux * xi * u, xi)
    run = solve_ivp(derivative, (0.0, t_end), start, method="BDF",
                    rtol=1e-8, atol=1e-10)
    assert run.success
    return run.y[-1, -1], k * eps * run.y[-2, -1]


# Case in which all three resistances matter (dimensionless).
mixed = dict(D=1.0, k=2.0, hG=1.5, S=0.5, CG=2.0, N=50.0)
A, B = coefficients(mixed)
for x in (0.01, 0.5, 3.0, 40.0):
    _, _, Ci, F = solve_fluxes(x, mixed)
    assert np.isclose(F, 1 / (1 / 3 + 1 / 2 + x), rtol=1e-11)
    assert np.isclose(Ci, 1 / (1 + 2 / 3 + 2 * x), rtol=1e-11)
    assert np.isclose(direct_rate(x, mixed), B / (2 * x + A), rtol=1e-11)
for t in (1.0, 20.0, 500.0):
    assert np.isclose(direct_growth(t, 0.2, mixed), law(t, 0.2, mixed),
                      rtol=1e-7)

# Thin and thick limits, local exponent and pressure scaling.
t_cross = A**2 / (4 * B)
t = 0.01 * t_cross
x_thin = direct_growth(t, 0.0, mixed)
assert abs(B / A * t / x_thin - 1 - x_thin / A) < 1e-6
t = 1e4 * t_cross
x_thick = direct_growth(t, 0.0, mixed)
assert abs(np.sqrt(B * t) / x_thick - 1 - A / (2 * x_thick)) < 1e-4
x_low, x_mid, x_high = [direct_growth(f * t_cross, 0.0, mixed)
                        for f in (0.99, 1.0, 1.01)]
exponent = np.log(x_high / x_low) / np.log(1.01 / 0.99)
assert abs(exponent - (x_mid + A) / (2 * x_mid + A)) < 1e-4
doubled = dict(mixed, CG=2 * mixed["CG"])
A2, B2 = coefficients(doubled)
assert np.isclose(A2, A) and np.isclose(B2, 2 * B)
assert np.isclose(direct_growth(10.0, 0.2, doubled),
                  direct_growth(20.0, 0.2, mixed), rtol=1e-7)

# Quasi-steady error against the full diffusion problem.
eps_values = (0.04, 0.02, 0.01)
errors = []
for eps in eps_values:
    t_end = 2.0 / eps
    x_full, _ = full_diffusion(eps, 2.0, 3.0, 0.2, t_end)
    errors.append(law(t_end, 0.2, dict(mixed, N=1 / eps)) / x_full - 1)
assert min(errors) > 0
for coarse, fine in zip(errors[:-1], errors[1:]):
    assert 1.9 < coarse / fine < 2.1


def similarity_lambda(eps):
    return brentq(lambda z: np.sqrt(np.pi) * z * np.exp(z * z) * erf(z) - eps,
                  1e-8, 2.0, xtol=1e-15, rtol=1e-14)


# Fast transfer and reaction: similarity solution and its expansion.
eps_sim = 0.1
x_sim, v_sim = full_diffusion(eps_sim, 1e4, 1e4, 0.05, 2.0 / eps_sim)
slope_full = 2 * x_sim * v_sim
slope_sim = 4 * similarity_lambda(eps_sim)**2
assert abs(slope_full / slope_sim - 1) < 2e-3
for eps in (1e-2, 1e-3):
    reduction = (1 - 2 * similarity_lambda(eps)**2 / eps) / eps
    assert abs(reduction - 1 / 3) < eps

# Worked example: round model parameters, lengths in um and times in h.
T, pressure, henry = 1300.0, 1e5, 0.5
CG = pressure / (boltzmann * T) * 1e-18
Cstar = henry * pressure
model = dict(D=4000.0, k=8e4, hG=1e7, S=Cstar / CG, CG=CG, N=2e10)
xi, target = 0.02, 0.5
A, B = coefficients(model)
h = model["hG"] / model["S"]
tau = (xi**2 + A * xi) / B
eps = Cstar / model["N"]
print(f"Temperature {T:.0f} K, pressure {pressure:.0f} Pa")
print(f"Henry constant K = {henry:.2f} um^-3 Pa^-1")
print(f"Gas concentration C_G = {CG:.4e} um^-3")
print(f"Dissolved equilibrium C* = {Cstar:.3e} um^-3")
print(f"Henry ratio S = {model['S']:.5f}")
print(f"Built-in density N = {model['N']:.2e} um^-3")
print(f"Diffusivity D = {model['D']:.0f} um^2/h")
print(f"Interface constant k = {model['k']:.2e} um/h")
print(f"Gas coefficient h_G = {model['hG']:.2e} um/h")
print(f"Referred coefficient h = {h:.4e} um/h")
print(f"Initial thickness x_i = {xi:.3f} um")
print(f"A = {A:.6f} um")
print(f"Reaction part of A, 2D/k = {2 * model['D'] / model['k']:.6f} um")
print(f"Gas part of A, 2D/h = {2 * model['D'] / h:.3e} um")
print(f"B = {B:.6f} um^2/h = {B * 1e-12 / 3600:.4e} m^2/s")
print(f"B/A = {B / A:.5f} um/h")
print(f"tau = {tau:.5f} h")
print(f"Crossover time A^2/(4B) = {A**2 / (4 * B):.5f} h")
print(f"Dilution eps = C*/N = {eps:.3e}")
print("t (h) | x (um) | dx/dt (um/h) | Ci/C* | exponent | x dx/dt / D")
for t in (0.0, 0.1, 1.0, 10.0, 100.0):
    x = law(t, xi, model)
    if t > 0:
        assert np.isclose(x, direct_growth(t, xi, model), rtol=1e-7)
    rate = direct_rate(x, model)
    Ci = solve_fluxes(x, model)[2]
    peclet = x * rate / model["D"]
    assert peclet < eps
    print(f"{t:6.1f} | {x:.5f} | {rate:.5f} | {Ci / Cstar:.4f} | "
          f"{(x + A) / (2 * x + A):.4f} | {peclet:.2e}")

t_target = (target**2 + A * target) / B - tau
t_quad = quad(lambda x: 1 / direct_rate(x, model), xi, target)[0]
assert np.isclose(t_target, t_quad, rtol=1e-8)
print(f"Time to reach {target:.2f} um = {t_target:.4f} h "
      f"= {t_target * 3600:.0f} s")
print(f"Same time by quadrature = {t_quad:.4f} h")

for t in (0.1, 10.0):
    x_ref = direct_growth(t, xi, model)
    changes = []
    for name in ("hG", "k", "D"):
        altered = dict(model)
        altered[name] /= 2
        changes.append(100 * (direct_growth(t, xi, altered) / x_ref - 1))
    assert abs(changes[0]) < 0.01 * min(abs(changes[1]), abs(changes[2]))
    print(f"Thickness change at {t:.1f} h on halving h_G, k, D: "
          f"{changes[0]:.4f}, {changes[1]:.2f}, {changes[2]:.2f} %")

print("Dimensionless check of the steady profile (D=1, k=2, h=3):")
for value, error in zip(eps_values, errors):
    print(f"eps = {value:.2f}: law exceeds full solution by "
          f"{100 * error:.4f} %")
print(f"Fast-reaction check, eps = {eps_sim:.1f}, d(x^2)/dt in units of D:")
print(f"full {slope_full:.5f}, similarity {slope_sim:.5f}, "
      f"Deal-Grove {2 * eps_sim:.5f}")
print("OK")
```

Running it gives:

```
Temperature 1300 K, pressure 100000 Pa
Henry constant K = 0.50 um^-3 Pa^-1
Gas concentration C_G = 5.5715e+06 um^-3
Dissolved equilibrium C* = 5.000e+04 um^-3
Henry ratio S = 0.00897
Built-in density N = 2.00e+10 um^-3
Diffusivity D = 4000 um^2/h
Interface constant k = 8.00e+04 um/h
Gas coefficient h_G = 1.00e+07 um/h
Referred coefficient h = 1.1143e+09 um/h
Initial thickness x_i = 0.020 um
A = 0.100007 um
Reaction part of A, 2D/k = 0.100000 um
Gas part of A, 2D/h = 7.179e-06 um
B = 0.020000 um^2/h = 5.5556e-18 m^2/s
B/A = 0.19999 um/h
tau = 0.12001 h
Crossover time A^2/(4B) = 0.12502 h
Dilution eps = C*/N = 2.500e-06
t (h) | x (um) | dx/dt (um/h) | Ci/C* | exponent | x dx/dt / D
   0.0 | 0.02000 | 0.14285 | 0.7142 | 0.8572 | 7.14e-07
   0.1 | 0.03307 | 0.12038 | 0.6019 | 0.8010 | 9.95e-07
   1.0 | 0.10780 | 0.06337 | 0.3169 | 0.6584 | 1.71e-06
  10.0 | 0.40266 | 0.02209 | 0.1105 | 0.5552 | 2.22e-06
 100.0 | 1.36594 | 0.00706 | 0.0353 | 0.5177 | 2.41e-06
Time to reach 0.50 um = 14.8802 h = 53569 s
Same time by quadrature = 14.8802 h
Thickness change at 0.1 h on halving h_G, k, D: -0.0017, -15.13, -9.27 %
Thickness change at 10.0 h on halving h_G, k, D: -0.0008, -9.84, -26.88 %
Dimensionless check of the steady profile (D=1, k=2, h=3):
eps = 0.04: law exceeds full solution by 0.7928 %
eps = 0.02: law exceeds full solution by 0.3982 %
eps = 0.01: law exceeds full solution by 0.1996 %
Fast-reaction check, eps = 0.1, d(x^2)/dt in units of D:
full 0.19361, similarity 0.19363, Deal-Grove 0.20000
OK
```
